# Why the singlet P quantum defect of helium is negative: test program

```python
# Why the helium 1snp singlet quantum defect is negative.
# Rydberg units: energy in Ry, length in bohr, repulsion 2/r12.
# Result under test: delta = penetration -/+ exchange + polarisation
# (upper sign singlet), where E = -4 - 1/(n - delta)^2; exchange exceeds
# the sum of the two attractive effects, so the singlet defect is negative.
# P1s: radial function of He+ (charge 2); Pnp: radial function of charge 1.
# R^k: Slater integral with kernel r_<^k / r_>^(k+1).
import numpy as np
import sympy as sp
from scipy.constants import value
from scipy.integrate import dblquad
from scipy.linalg import eigh
from scipy.sparse.linalg import eigsh
from scipy.special import eval_genlaguerre, iv, jv
from sympy.physics.wigner import wigner_3j, wigner_6j

# ---------- radial grid: Gauss-Legendre panels and running integrals
edges = [0, .5, 1, 2, 3.5, 5.5, 8, 11, 15, 20, 26, 32, 39, 46, 54, 62,
         72, 85, 98, 112, 130, 155, 190, 240]
q = 20
x, wx = np.polynomial.legendre.leggauss(q)
leg = np.polynomial.legendre.legvander(x, q)
local = np.zeros((q, q))
for j in range(q):
    primitive = x + 1 if j == 0 else leg[:, j + 1] - leg[:, j - 1]
    local += 0.5 * np.outer(primitive, wx * leg[:, j])
G = q * (len(edges) - 1)
r, w, running = np.zeros(G), np.zeros(G), np.zeros((G, G))
for i in range(len(edges) - 1):
    half = (edges[i + 1] - edges[i]) / 2
    sl = slice(i * q, (i + 1) * q)
    r[sl] = edges[i] + half * (x + 1)
    w[sl] = half * wx
    running[sl, :i * q] = w[:i * q]
    running[sl, sl] = half * local


def slater_kernel(k):
    a = (w * r ** (-k - 1.0))[:, None] * running * (r ** float(k))[None, :]
    return a + a.T


kernel = [slater_kernel(k) for k in range(9)]


# ---------- orthonormal Laguerre functions and one-electron matrices
def laguerre_set(l, zeta, count):
    """Radial functions and their kinetic-energy matrix in Ry."""
    f, df = np.zeros((count, G)), np.zeros((count, G))
    env = r ** (l + 1) * np.exp(-zeta * r)
    for j in range(count):
        f[j] = env * eval_genlaguerre(j, 2 * l + 2, 2 * zeta * r)
        df[j] = ((l + 1) / r - zeta) * f[j]
        if j > 0:
            df[j] -= 2 * zeta * env * eval_genlaguerre(
                j - 1, 2 * l + 3, 2 * zeta * r)
        norm = np.sqrt(np.sum(w * f[j] ** 2))
        f[j] /= norm
        df[j] /= norm
    assert np.max(abs((f * w) @ f.T - np.eye(count))) < 1e-8
    return f, (df * w) @ df.T + (f * (w * l * (l + 1) / r**2)) @ f.T


N, blocks = 25, 4
basis, kinetic = [], []
for l in range(blocks + 1):
    functions, matrix = laguerre_set(l, 0.5, N)
    basis.append(functions)
    kinetic.append(matrix)


def one_body(l, charge):
    return kinetic[l] - (basis[l] * (w * 2 * charge / r)) @ basis[l].T


assert abs(eigh(one_body(0, 2), eigvals_only=True)[0] + 4) < 1e-6
assert abs(eigh(one_body(1, 1), eigvals_only=True)[3] + 1 / 25) < 1e-6


def angular(l1, l2, m1, m2, k):
    """<l1 l2; L=1 | P_k(cos theta12) | m1 m2; L=1>"""
    c = wigner_3j(l1, k, m1, 0, 0, 0) * wigner_3j(l2, k, m2, 0, 0, 0)
    if c == 0:
        return 0.0
    c = c * wigner_6j(1, l2, l1, k, m1, m2)
    size = np.sqrt((2*l1 + 1) * (2*l2 + 1) * (2*m1 + 1) * (2*m2 + 1))
    return (-1) ** (l1 + m1 + 1) * size * float(c)


# ---------- first-order integrals with hydrogenic orbitals
P1s = 4 * np.sqrt(2) * r * np.exp(-2 * r)
levels = np.arange(2, 6)


def hydrogen_p(n):
    p = r**2 * np.exp(-r / n) * eval_genlaguerre(n - 2, 3, 2 * r / n)
    return p / np.sqrt(np.sum(w * p**2))


cloud = -2 * np.exp(-4 * r) * (1 / r + 2)
alpha_formula = 9 / 32
pen, exc, point, pol2 = [], [], [], []
# compact p functions for the polarised He+ core
fc_p, kin_p = laguerre_set(1, 2.0, 18)
ep, cp = eigh(kin_p - (fc_p * (w * 4 / r)) @ fc_p.T)
core_p = cp.T @ fc_p
dipole = core_p @ (w * r * P1s)
alpha = 4 / 3 * np.sum(dipole**2 / (ep + 4))
assert abs(alpha - alpha_formula) < 1e-6
outer = {}
for l in (0, 2):
    e, c = eigh(one_body(l, 1))
    outer[l] = (e, c.T @ basis[l])
for n in levels:
    p = hydrogen_p(n)
    direct = 2 * (P1s**2 @ kernel[0] @ p**2 - np.sum(w * p**2 / r))
    assert abs(direct - np.sum(w * p**2 * cloud)) < 1e-9
    pen.append(-n**3 * direct / 2)
    exc.append(n**3 / 2 * 2 / 3 * ((P1s * p) @ kernel[1] @ (P1s * p)))
    r4 = np.sum(w * p**2 / r**4)
    assert abs(r4 - (3 * n**2 - 2) / (7.5 * n**5)) < 1e-9
    point.append(n**3 * alpha * r4 / 2)
    second = 0.0
    for l, (e, orb) in outer.items():
        v = 2 * angular(0, 1, 1, l, 1) * (
            (core_p * P1s) @ kernel[1] @ (orb * p).T)
        second += np.sum(v**2 / (ep[:, None] + 4 + e[None, :] + 1 / n**2))
    pol2.append(n**3 * second / 2)
pen, exc, point, pol2 = map(np.array, (pen, exc, point, pol2))

# exact 2p values by symbolic integration
R, S = sp.symbols('R S', positive=True)
pen_exact = 4 * sp.integrate(sp.expand(
    R**4 / 24 * 2 * (1 / R + 2)) * sp.exp(-5 * R), (R, 0, sp.oo))
a = sp.Rational(5, 2)
inner = sp.integrate(S**4 * sp.exp(-a * S), (S, 0, R))
outer_int = sp.integrate(sp.expand(R * sp.exp(-a * R) * inner),
                         (R, 0, sp.oo))
exc_exact = sp.nsimplify(sp.simplify(
    4 * sp.Rational(2, 3) * sp.Rational(4, 3) * 2 * outer_int))
assert abs(float(pen_exact) - pen[0]) < 1e-9
assert abs(float(exc_exact) - exc[0]) < 1e-9

# penetration comes only from arrangements with the core electron outside
p2 = hydrogen_p(2)
outside = np.sum(w * P1s**2) - running @ P1s**2
outside_inv = np.sum(w * P1s**2 / r) - running @ (P1s**2 / r)
prob_outside = np.sum(w * p2**2 * outside)
ordered = 2 * np.sum(w * p2**2 * (outside / r - outside_inv))
assert abs(4 * ordered - pen[0]) < 1e-9
weight_pen = -w * p2**2 * cloud
weight_exc = (P1s * p2) * (kernel[1] @ (P1s * p2))
radius_pen = np.sum(weight_pen * r) / np.sum(weight_pen)
radius_exc = np.sum(weight_exc * r) / np.sum(weight_exc)
assert radius_exc > radius_pen
inside = np.sum((w * p2**2 / r**4)[r < 1]) / np.sum(w * p2**2 / r**4)

# ---------- high-n limit with the zero-energy Coulomb function
F = np.sqrt(2 * r) * jv(3, np.sqrt(8 * r))
pen_lim = -0.5 * np.sum(w * F**2 * cloud)
pen_closed = (iv(2, 1) - iv(3, 1)) / (4 * np.e)
exc_lim = (P1s * F) @ kernel[1] @ (P1s * F) / 3


def overlap(t):
    return (4 * np.sqrt(2) * t * np.exp(-2 * t)
            * np.sqrt(2 * t) * jv(3, np.sqrt(8 * t)))


exc_quad = dblquad(lambda s, t: 2 / 3 * overlap(t) / t**2 * s * overlap(s),
                   0, 20, 0, lambda t: t, epsabs=1e-9, epsrel=1e-7)[0]
assert abs(pen_lim - pen_closed) < 1e-9
assert abs(exc_lim - exc_quad) < 1e-7


def limit(y):
    """Straight line in 1/n^2 through n = 4 and 5, taken to zero."""
    x4, x5 = 1 / 16, 1 / 25
    return y[3] + (y[3] - y[2]) * x5 / (x4 - x5)


assert abs(limit(pen) - pen_lim) < 2e-4
assert abs(limit(exc) - exc_lim) < 2e-4
point_lim, pol2_lim = alpha * 0.4 / 2, limit(pol2)
assert abs(limit(point) - point_lim) < 1e-6

# ---------- outer orbital relaxed in the field of a frozen 1s core
fp = basis[1]
static = one_body(1, 2) + (fp * (w * (2 / r + cloud))) @ fp.T
exchange = 2 / 3 * (fp * P1s) @ kernel[1] @ (fp * P1s).T
frozen = {}
for s in (0, 1, -1):
    e = eigh(static + s * exchange, eigvals_only=True)[:4]
    frozen[s] = levels - 1 / np.sqrt(-e)

# ---------- configuration interaction, pairs sp, pd, df, fg
M = N * N
H_direct = np.zeros((blocks * M, blocks * M))
H_exchange = np.zeros_like(H_direct)


def pair(l, m):
    return (basis[l][:, None, :] * basis[m][None, :, :]).reshape(M, G)


def combined(l1, l2, m1, m2):
    return sum(2 * angular(l1, l2, m1, m2, k) * kernel[k] for k in range(9))


for l in range(blocks):
    for m in range(l, blocks):
        d = pair(l, m) @ combined(l, l+1, m, m+1) @ pair(l+1, m+1).T
        d = d.reshape(N, N, N, N).transpose(0, 2, 1, 3).reshape(M, M)
        t = pair(l, m+1) @ combined(l, l+1, m+1, m) @ pair(l+1, m).T
        t = t.reshape(N, N, N, N).transpose(0, 2, 3, 1).reshape(M, M)
        if l == m:
            d = d + np.kron(one_body(l, 2), np.eye(N))
            d = d + np.kron(np.eye(N), one_body(l + 1, 2))
        A, B = slice(l * M, (l + 1) * M), slice(m * M, (m + 1) * M)
        H_direct[A, B], H_direct[B, A] = d, d.T
        H_exchange[A, B], H_exchange[B, A] = t, t.T
assert np.max(abs(H_direct - H_direct.T)) < 1e-7
assert np.max(abs(H_exchange - H_exchange.T)) < 1e-7
full, energy, smaller = {}, {}, {}
for s in (1, -1):
    H = H_direct + s * H_exchange
    for size in (blocks - 1, blocks):
        e = np.sort(eigsh(H[:size * M, :size * M], k=4, sigma=-4.3,
                          which='LM', return_eigenvectors=False))
        defect = levels - 1 / np.sqrt(-(e + 4))
        if size == blocks:
            full[s], energy[s] = defect, e
        else:
            smaller[s] = defect
    assert np.all(full[s] > frozen[s])
    assert abs(limit(full[s]) - limit(smaller[s])) < 5e-4

total = {s: limit(full[s]) for s in (1, -1)}
fc = {s: limit(frozen[s]) for s in (0, 1, -1)}
rest = {s: total[s] - fc[s] for s in (1, -1)}
mean_rest = (rest[1] + rest[-1]) / 2
# the two defects named in the question, given to three decimals
assert abs(total[1] + 0.012) < 1e-3
assert abs(total[-1] - 0.068) < 1e-3
# sign argument: attraction without exchange, negative only with it
assert pen_lim > 0 and pol2_lim > 0 and fc[0] > 0
assert exc_lim > pen_lim + pol2_lim
assert fc[1] < 0 and total[1] < 0 < total[-1]
assert total[1] + total[-1] > 0
# point-dipole potential down to r = 0 would reverse the sign
assert pen_lim - exc_lim + point_lim > 0
# second-order dipole sum is an estimate; higher orders and multipoles
# and exchange in the excited states are absent from it
assert 0.5 < pol2_lim / mean_rest < 1.5

eV = value('Rydberg constant times hc in eV')
print("Defects are dimensionless; energies in Ry; lengths in bohr")
print(f"2p penetration defect, exact: {pen_exact} = {float(pen_exact):.6f}")
print(f"2p exchange defect, exact: {exc_exact} = {float(exc_exact):.6f}")
print(f"2p direct shift D: {-pen[0] / 4:.6f} Ry")
print(f"2p exchange energy K: {exc[0] / 4:.6f} Ry")
print(f"Probability core electron outside 2p electron: {prob_outside:.5f}")
print(f"Mean radius of 2p penetration integrand: {radius_pen:.3f} bohr")
print(f"Mean radius of 2p exchange integrand: {radius_exc:.3f} bohr")
print(f"He+ dipole polarisability: {alpha:.5f} bohr^3")
print(f"Share of 2p <r^-4> from r < 1 bohr: {inside:.3f}")
print("First order and polarisation, by n:")
print(" n  penetration  exchange  point dipole  second-order dipole")
for i, n in enumerate(levels):
    print(f" {n}  {pen[i]:.5f}  {exc[i]:.5f}  {point[i]:.5f}  {pol2[i]:.5f}")
print(f" inf  {pen_lim:.5f}  {exc_lim:.5f}  {point_lim:.5f}  {pol2_lim:.5f}")
print(f"First-order limit, singlet: {pen_lim - exc_lim:.5f}")
print(f"First-order limit, triplet: {pen_lim + exc_lim:.5f}")
print(f"Singlet, first order + second-order dipole: "
      f"{pen_lim - exc_lim + pol2_lim:.5f}")
print(f"Triplet, first order + second-order dipole: "
      f"{pen_lim + exc_lim + pol2_lim:.5f}")
print(f"Singlet, first order + point dipole: "
      f"{pen_lim - exc_lim + point_lim:.5f}")
print("Frozen core (no exchange, singlet, triplet); full CI (singlet, triplet)")
for i, n in enumerate(levels):
    print(f" {n}  {frozen[0][i]:.5f}  {frozen[1][i]:.5f}  {frozen[-1][i]:.5f}"
          f"  {full[1][i]:.5f}  {full[-1][i]:.5f}")
print(f" inf  {fc[0]:.5f}  {fc[1]:.5f}  {fc[-1]:.5f}"
      f"  {total[1]:.5f}  {total[-1]:.5f}")
print("Account at n = inf: relaxed penetration, exchange, pol.+corr., total")
for s, name in ((1, "singlet"), (-1, "triplet")):
    print(f" {name}: {fc[0]:.5f}  {fc[s] - fc[0]:+.5f}  {rest[s]:+.5f}"
          f"  {total[s]:+.5f}")
print(f"Spin mean of pol.+corr.: {mean_rest:.5f}")
print(f"Half the triplet-singlet defect difference, full CI: "
      f"{(total[-1] - total[1]) / 2:.5f}")
print(f"Change from adding fg pairs, singlet limit: "
      f"{limit(full[1]) - limit(smaller[1]):.6f}")
print(f"Change from adding fg pairs, triplet limit: "
      f"{limit(full[-1]) - limit(smaller[-1]):.6f}")
print(f"Full CI energy 1s2p singlet: {energy[1][0]:.5f} Ry")
print(f"Full CI energy 1s2p triplet: {energy[-1][0]:.5f} Ry")
gap = energy[1][0] - energy[-1][0]
print(f"1s2p singlet-triplet splitting, full CI: {gap:.5f} Ry = "
      f"{gap * eV:.4f} eV")
print(f"1s2p splitting 2K, first order: {exc[0] / 2:.5f} Ry = "
      f"{exc[0] / 2 * eV:.4f} eV")
print("success")
```

Output:

```
Defects are dimensionless; energies in Ry; lengths in bohr
2p penetration defect, exact: 26/3125 = 0.008320
2p exchange defect, exact: 7168/234375 = 0.030583
2p direct shift D: -0.002080 Ry
2p exchange energy K: 0.007646 Ry
Probability core electron outside 2p electron: 0.00467
Mean radius of 2p penetration integrand: 0.923 bohr
Mean radius of 2p exchange integrand: 1.400 bohr
He+ dipole polarisability: 0.28125 bohr^3
Share of 2p <r^-4> from r < 1 bohr: 0.632
First order and polarisation, by n:
 n  penetration  exchange  point dipole  second-order dipole
 2  0.00832  0.03058  0.04688  0.01267
 3  0.00953  0.03334  0.05208  0.01257
 4  0.00994  0.03417  0.05391  0.01258
 5  0.01012  0.03453  0.05475  0.01259
 inf  0.01045  0.03514  0.05625  0.01261
First-order limit, singlet: -0.02470
First-order limit, triplet: 0.04559
Singlet, first order + second-order dipole: -0.01209
Triplet, first order + second-order dipole: 0.05820
Singlet, first order + point dipole: 0.03155
Frozen core (no exchange, singlet, triplet); full CI (singlet, triplet)
 2  0.00911  -0.02073  0.04872  -0.00955  0.06224
 3  0.01045  -0.02232  0.05325  -0.01137  0.06591
 4  0.01090  -0.02278  0.05459  -0.01186  0.06700
 5  0.01110  -0.02298  0.05517  -0.01207  0.06747
 inf  0.01146  -0.02333  0.05620  -0.01243  0.06831
Account at n = inf: relaxed penetration, exchange, pol.+corr., total
 singlet: 0.01146  -0.03479  +0.01090  -0.01243
 triplet: 0.01146  +0.04473  +0.01211  +0.06831
Spin mean of pol.+corr.: 0.01150
Half the triplet-singlet defect difference, full CI: 0.04037
Change from adding fg pairs, singlet limit: 0.000199
Change from adding fg pairs, triplet limit: 0.000033
Full CI energy 1s2p singlet: -4.24763 Ry
Full CI energy 1s2p triplet: -4.26632 Ry
1s2p singlet-triplet splitting, full CI: 0.01869 Ry = 0.2543 eV
1s2p splitting 2K, first order: 0.01529 Ry = 0.2081 eV
success
```
